**Heterolytic cleavage of H₂ and the attraction of its ions**

The program evaluates \(\Delta H_{\rm het}=D+I-A\), where \(D\) is the bond dissociation enthalpy at 298.15 K, \(I\) the ionisation energy of hydrogen and \(A\) its electron affinity. It obtains 1673.4 kJ/mol, and a point-charge stabilisation \(N_Ae^2/(4\pi\varepsilon_0R)\) of 694.7 kJ/mol at \(R=2\) Å. It asserts that the ionisation formula agrees with a radial-grid solution, and that the correlated H⁻ energy agrees with a separate Gaussian full-CI calculation within 1.5 millihartree. The electronic cost from the cycle, 1695.9 kJ/mol, is compared with the direct difference of anion and molecule energies, 1697.1 kJ/mol, and must agree within 4 kJ/mol. The Coulomb formula is tested against the numerically integrated force, and the shell-theorem energy of the frozen H⁻ cloud against an analytic potential integral over the same density. The output shows that charge penetration reduces the attraction by 92.6 kJ/mol at 2 Å. It also shows that the ground state of the stretched molecule lies far below the frozen ion pair.

## Program and output

```python
# Result under test: in the gas phase H2 -> H+ + H- costs
#     dH = D + I - A   (about 1675 kJ/mol),
# and point ions at distance R are stabilised by N_A e^2/(4 pi eps0 R).
# D: bond dissociation enthalpy at 298.15 K; I: ionisation energy of H;
# A: electron affinity of H (positive when H- is bound); R = 2 angstrom.
# Energies are in hartree and lengths in bohr unless a name says otherwise.
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.interpolate import make_interp_spline
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import minimize_scalar
from pyscf import gto, ao2mo, fci

HARTREE_J = const.physical_constants["Hartree energy"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]
PROTON_MASS = const.physical_constants["proton-electron mass ratio"][0]
KJ = HARTREE_J * const.N_A / 1000.0
EV_KJ = const.e * const.N_A / 1000.0
TEMPERATURE = 298.15
RT_KJ = const.R * TEMPERATURE / 1000.0


def orthonormal_integrals(mol):
    """One- and two-electron integrals in an orthonormal orbital basis."""
    w, v = eigh(mol.intor("int1e_ovlp"))
    x = v / np.sqrt(w)
    h = x.T @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ x
    n = x.shape[1]
    g = ao2mo.kernel(mol.intor("int2e", aosym="s8"), x, compact=False)
    return x, h, g.reshape(n, n, n, n)


def singlet_ground_state(mol):
    """Full CI for two electrons in a singlet; energy and AO density."""
    x, h, g = orthonormal_integrals(mol)
    n = len(h)
    one = np.eye(n)
    p, q = np.triu_indices(n)
    pc, qc = p[:, None], q[:, None]
    pr, qr = p[None, :], q[None, :]
    ham = g[pc, pr, qc, qr] + g[pc, qr, qc, pr]
    ham += h[pc, pr] * one[qc, qr] + one[pc, pr] * h[qc, qr]
    ham += h[pc, qr] * one[qc, pr] + one[pc, qr] * h[qc, pr]
    norm = np.where(p == q, 0.5, math.sqrt(0.5))
    ham *= 2.0 * norm[:, None] * norm[None, :]
    e, vec = eigh(ham, subset_by_index=[0, 0])
    c = np.zeros((n, n))
    c[p, q] += vec[:, 0] * norm
    c[q, p] += vec[:, 0] * norm
    density = x @ (2.0 * c @ c.T) @ x.T
    return e[0] + mol.energy_nuc(), density


def h2_molecule(distance, basis):
    return gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, distance)]],
                 unit="Bohr", basis=basis, verbose=0)


def h_atom_energy(basis):
    mol = gto.M(atom="H 0 0 0", basis=basis, spin=1, verbose=0)
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    return eigh(h, mol.intor("int1e_ovlp"), eigvals_only=True)[0]


def hylleraas_energy(k, degree, charge=1.0):
    """Two-electron atom: exp(-k s) times powers of s=r1+r2, t=r1-r2, u=r12."""
    terms = [(l, m, n) for l in range(degree + 1)
             for m in range(0, degree + 1, 2)
             for n in range(degree + 1) if l + m + n <= degree]

    def integral(a, b, c):
        if min(a, b, c) < 0:
            return 0.0  # arises only with a vanishing prefactor
        power = a + b + c + 2
        return (math.factorial(power) / (2 * k) ** (power + 1)
                / ((b + 1) * (b + c + 2)))

    def weight(a, b, c):
        return integral(a + 2, b, c + 1) - integral(a, b + 2, c + 1)

    size = len(terms)
    ham, ovl = np.zeros((size, size)), np.zeros((size, size))
    for i, (l1, m1, n1) in enumerate(terms):
        for j in range(i + 1):
            l2, m2, n2 = terms[j]
            a, b, c = l1 + l2, m1 + m2, n1 + n2
            ovl[i, j] = ovl[j, i] = weight(a, b, c)
            val = k * k * weight(a, b, c)
            if a:
                val -= k * a * weight(a - 1, b, c)
            if l1 * l2:
                val += l1 * l2 * weight(a - 2, b, c)
            if m1 * m2:
                val += m1 * m2 * weight(a, b - 2, c)
            if n1 * n2:
                val += n1 * n2 * weight(a, b, c - 2)
            su = l1 * n2 + l2 * n1
            if su:
                val += su * (integral(a, b, c + 1) - integral(a, b + 2, c - 1))
            if c:
                val -= k * c * (integral(a + 1, b, c + 1)
                                - integral(a + 1, b + 2, c - 1))
            tu = m1 * n2 + m2 * n1
            if tu:
                val += tu * (integral(a + 2, b, c - 1) - integral(a, b, c + 1))
            val -= 4 * charge * integral(a + 1, b, c + 1)
            val += integral(a + 2, b, c) - integral(a, b + 2, c)
            ham[i, j] = ham[j, i] = val
    scale = 1.0 / np.sqrt(np.diag(ovl))
    ham *= scale[:, None] * scale[None, :]
    ovl *= scale[:, None] * scale[None, :]
    w, v = eigh(ovl)
    keep = w > 1e-11
    x = v[:, keep] / np.sqrt(w[keep])
    return eigh(x.T @ ham @ x, eigvals_only=True)[0]


# The singlet solver against a general full-CI code.
small = h2_molecule(1.4, "cc-pvdz")
_, h_small, g_small = orthonormal_integrals(small)
e_general = fci.direct_spin1.kernel(h_small, g_small, len(h_small), 2)[0]
e_small = singlet_ground_state(small)[0]
assert abs(e_general + small.energy_nuc() - e_small) < 1e-7

# Ionisation energy: reduced-mass formula against a radial grid.
mu_atom = PROTON_MASS / (PROTON_MASS + 1.0)
ionisation = 0.5 * mu_atom
step = 0.005
r = step * np.arange(1, 8000)
grid_atom = eigh_tridiagonal(1 / (mu_atom * step**2) - 1 / r,
                             np.full(len(r) - 1, -0.5 / (mu_atom * step**2)),
                             select="i", select_range=(0, 0))[0][0]
assert abs(grid_atom + ionisation) < 2e-5

# Electron affinity: correlated function against Gaussian full CI.
e_hminus4 = minimize_scalar(lambda k: hylleraas_energy(k, 4),
                            bounds=(0.3, 1.1), method="bounded").fun
e_hminus = minimize_scalar(lambda k: hylleraas_energy(k, 5),
                           bounds=(0.3, 1.1), method="bounded").fun
affinity = -0.5 - e_hminus
gaussians = [[0, [0.008 * 2.7**i, 1.0]] for i in range(12)]
gaussians += [[1, [0.02 * 2.5**i, 1.0]] for i in range(7)]
gaussians += [[2, [0.04 * 2.5**i, 1.0]] for i in range(5)]
anion = gto.M(atom="H 0 0 0", basis={"H": gaussians}, charge=-1, verbose=0)
e_anion_ci, anion_density = singlet_ground_state(anion)
# The Gaussian set stops at d functions, so its energy lies slightly higher.
assert 0 < e_anion_ci - e_hminus < 1.5e-3
assert abs(e_hminus - e_hminus4) < 3e-4

# Vibrational curve, equilibrium distance and zero-point energy of H2.
distances = np.linspace(0.7, 3.1, 13)
curve_points = [singlet_ground_state(h2_molecule(d, "cc-pvtz"))[0]
                for d in distances]
curve = make_interp_spline(distances, curve_points, k=5)
minimum = minimize_scalar(curve, bounds=(1.2, 1.6), method="bounded")
r_eq, e_tz = minimum.x, minimum.fun
mu_nuclei = PROTON_MASS / 2.0
x_grid = np.linspace(0.7, 3.1, 1201)
dx = x_grid[1] - x_grid[0]
levels = eigh_tridiagonal(curve(x_grid) - e_tz + 1 / (mu_nuclei * dx**2),
                          np.full(len(x_grid) - 1, -0.5 / (mu_nuclei * dx**2)),
                          select="i", select_range=(0, 1))[0]
zero_point = levels[0]
harmonic = 0.5 * math.sqrt(float(curve.derivative(2)(r_eq)) / mu_nuclei)
assert 0.97 < zero_point / harmonic < 1.0

# Thermal energy of rotation: sum over levels against the classical RT.
rot_b_kj = KJ / (2 * mu_nuclei * r_eq**2)
j = np.arange(40)
boltz = (2*j + 1) * np.where(j % 2, 3, 1) * np.exp(-rot_b_kj*j*(j+1)/RT_KJ)
rotation_kj = np.sum(boltz * rot_b_kj * j * (j + 1)) / np.sum(boltz)
assert abs(rotation_kj - RT_KJ) < 0.4
gap_kj = (levels[1] - levels[0]) * KJ
assert gap_kj * math.exp(-gap_kj / RT_KJ) < 1e-3

# Bond enthalpy and the thermochemical cycle.
e_qz = singlet_ground_state(h2_molecule(r_eq, "cc-pvqz"))[0]
well_tz = 2 * h_atom_energy("cc-pvtz") - e_tz
well = 2 * h_atom_energy("cc-pvqz") - e_qz
bond0_kj = (well - zero_point) * KJ
bond_kj = bond0_kj + 1.5 * RT_KJ
ion_kj, aff_kj = ionisation * KJ, affinity * KJ
heterolysis_kj = bond_kj + ion_kj - aff_kj
assert abs(heterolysis_kj - 1675) < 5
cycle_electronic_kj = well * KJ + ion_kj - aff_kj
direct_electronic_kj = (e_anion_ci - e_qz) * KJ
assert abs(cycle_electronic_kj - direct_electronic_kj) < 4
assert ion_kj > aff_kj

# Coulomb stabilisation: formula against the integrated force.
R_ANGSTROM = 2.0
r_m = R_ANGSTROM * 1e-10
R = r_m / BOHR_M
coulomb_kj = (const.N_A * const.e**2
              / (4 * math.pi * const.epsilon_0 * r_m) / 1000)


def force(distance_m):
    return const.e**2 / (4 * math.pi * const.epsilon_0 * distance_m**2)


work_kj = quad(lambda y: force(y * r_m) * r_m * const.N_A / 1000,
               1, np.inf)[0]
assert abs(work_kj - coulomb_kj) < 1e-6
assert abs(KJ / R - coulomb_kj) < 1e-4
net_kj = heterolysis_kj - coulomb_kj

# Charge penetration: shell theorem against the analytic potential integral.
shell = np.linspace(R, 70.0, 8001)
points = np.column_stack([shell, 0 * shell, 0 * shell])
orbitals = anion.eval_gto("GTOval_sph", points)
rho = np.einsum("ip,pq,iq->i", orbitals, anion_density, orbitals,
                optimize=True)
outside = simpson(4 * np.pi * shell**2 * rho, x=shell)
penetration = simpson(4*np.pi*shell**2 * rho * (1/R - 1/shell), x=shell)
frozen = -1 / R + penetration
with anion.with_rinv_origin((0.0, 0.0, R)):
    attraction = np.sum(anion_density * anion.intor("int1e_rinv"))
assert abs(frozen - (1 / R - attraction)) < 2e-5
assert penetration > 0

# Full electronic relaxation gives the ground state of stretched H2.
e_stretched = singlet_ground_state(h2_molecule(R, "cc-pvqz"))[0]
relaxed = e_stretched - e_hminus
assert relaxed < frozen
stretch_kj = (e_stretched - e_qz) * KJ
assert stretch_kj < net_kj


def show(label, value, unit, digits=1):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Temperature", TEMPERATURE, "K", 2)
show("RT", RT_KJ, "kJ/mol", 3)
show("One hartree", KJ, "kJ/mol", 2)
show("H2 equilibrium distance (cc-pVTZ)", r_eq, "bohr", 4)
show("H2 energy at that distance (cc-pVQZ)", e_qz, "hartree", 5)
show("H atom energy (cc-pVQZ)", h_atom_energy("cc-pvqz"), "hartree", 6)
show("H2 well depth (cc-pVTZ)", well_tz * KJ, "kJ/mol")
show("H2 well depth (cc-pVQZ)", well * KJ, "kJ/mol")
show("Well-depth change, TZ to QZ", (well - well_tz) * KJ, "kJ/mol")
show("H2 zero-point energy", zero_point * KJ, "kJ/mol")
show("H2 harmonic zero-point energy", harmonic * KJ, "kJ/mol")
show("Bond energy at 0 K", bond0_kj, "kJ/mol")
show("Thermal term 1.5 RT", 1.5 * RT_KJ, "kJ/mol", 2)
show("Rotational energy from level sum", rotation_kj, "kJ/mol", 2)
show("Bond enthalpy D at 298.15 K", bond_kj, "kJ/mol")
show("Reduced mass of electron and proton", mu_atom, "electron masses", 6)
show("Ionisation energy I", ion_kj, "kJ/mol")
show("H- energy, correlated function", e_hminus, "hartree", 5)
show("H- energy, one degree lower", e_hminus4, "hartree", 5)
show("H- energy, Gaussian full CI", e_anion_ci, "hartree", 5)
show("Electron affinity A", aff_kj, "kJ/mol")
show("Electron transfer cost I - A", ion_kj - aff_kj, "kJ/mol")
show("Heterolysis enthalpy D + I - A", heterolysis_kj, "kJ/mol")
show("Heterolysis enthalpy", heterolysis_kj / EV_KJ, "eV", 2)
show("Electronic cost from cycle", cycle_electronic_kj, "kJ/mol")
show("Electronic cost, direct", direct_electronic_kj, "kJ/mol")
show("Ion separation R", R_ANGSTROM, "angstrom")
show("Ion separation R", R, "bohr", 4)
show("Coulomb stabilisation", coulomb_kj, "kJ/mol")
show("Coulomb stabilisation", coulomb_kj / EV_KJ, "eV", 2)
show("Work from integrated force", work_kj, "kJ/mol")
show("Net cost of point-ion pair", net_kj, "kJ/mol")
show("Net cost of point-ion pair", net_kj / EV_KJ, "eV", 2)
show("Electrons of H- beyond R", outside, "electrons", 3)
show("Penetration loss", penetration * KJ, "kJ/mol")
show("Frozen-ion interaction energy", frozen * KJ, "kJ/mol")
show("Net cost with frozen H- cloud", heterolysis_kj + frozen*KJ, "kJ/mol")
show("Fully relaxed interaction energy", relaxed * KJ, "kJ/mol")
show("Stretched H2 above its minimum", stretch_kj, "kJ/mol")
print("tests ok")
```

Output:

```
Temperature: 298.15 K
RT: 2.479 kJ/mol
One hartree: 2625.50 kJ/mol
H2 equilibrium distance (cc-pVTZ): 1.4031 bohr
H2 energy at that distance (cc-pVQZ): -1.17380 hartree
H atom energy (cc-pVQZ): -0.499946 hartree
H2 well depth (cc-pVTZ): 453.5 kJ/mol
H2 well depth (cc-pVQZ): 456.6 kJ/mol
Well-depth change, TZ to QZ: 3.1 kJ/mol
H2 zero-point energy: 26.1 kJ/mol
H2 harmonic zero-point energy: 26.5 kJ/mol
Bond energy at 0 K: 430.4 kJ/mol
Thermal term 1.5 RT: 3.72 kJ/mol
Rotational energy from level sum: 2.25 kJ/mol
Bond enthalpy D at 298.15 K: 434.2 kJ/mol
Reduced mass of electron and proton: 0.999456 electron masses
Ionisation energy I: 1312.0 kJ/mol
H- energy, correlated function: -0.52771 hartree
H- energy, one degree lower: -0.52767 hartree
H- energy, Gaussian full CI: -0.52742 hartree
Electron affinity A: 72.7 kJ/mol
Electron transfer cost I - A: 1239.3 kJ/mol
Heterolysis enthalpy D + I - A: 1673.4 kJ/mol
Heterolysis enthalpy: 17.34 eV
Electronic cost from cycle: 1695.9 kJ/mol
Electronic cost, direct: 1697.1 kJ/mol
Ion separation R: 2.0 angstrom
Ion separation R: 3.7795 bohr
Coulomb stabilisation: 694.7 kJ/mol
Coulomb stabilisation: 7.20 eV
Work from integrated force: 694.7 kJ/mol
Net cost of point-ion pair: 978.8 kJ/mol
Net cost of point-ion pair: 10.14 eV
Electrons of H- beyond R: 0.448 electrons
Penetration loss: 92.6 kJ/mol
Frozen-ion interaction energy: -602.1 kJ/mol
Net cost with frozen H- cloud: 1071.3 kJ/mol
Fully relaxed interaction energy: -1296.3 kJ/mol
Stretched H2 above its minimum: 400.0 kJ/mol
tests ok
```
